\section*{Collinear Auger and impact-ionisation processes in gapless Dirac bands}

\section{The conservation laws}

\textbf{Q.} An electron high in a Dirac cone can lift another electron out of the valence band. In a plane there is plenty of room for the products to fly apart at an angle. Why should they not use it?

\textbf{A.} Let us write down what they must satisfy. The bands are
\begin{equation}
E_{\pm}(\mathbf k)=\pm\hbar v|\mathbf k| ,
\end{equation}
with one speed $v$ for both bands and all directions. Two electrons exchange energy and momentum with each other and with nothing else: no phonon, no defect. In impact ionisation started by an electron, a conduction electron $\mathbf k_1$ and a valence electron $\mathbf k_2$ go to conduction states $\mathbf p$ and $\mathbf q$:
\begin{align}
\mathbf k_1+\mathbf k_2&=\mathbf p+\mathbf q, \\
\hbar v|\mathbf k_1|-\hbar v|\mathbf k_2|&=\hbar v|\mathbf p|+\hbar v|\mathbf q| .
\end{align}
The minus sign belongs to the valence energy. The hole left behind has wavevector $\mathbf r=-\mathbf k_2$, so $|\mathbf r|=|\mathbf k_2|$. Moving the $\mathbf k_2$ terms to the right gives
\begin{equation}
\mathbf k_1=\mathbf p+\mathbf q+\mathbf r,\qquad
|\mathbf k_1|=|\mathbf p|+|\mathbf q|+|\mathbf r| .
\label{eq:both}
\end{equation}

\textbf{Q.} From where are these wavevectors measured? A crystal may have several Dirac points.

\textbf{A.} Each is measured from the Dirac point of its own valley. I assume that the positions of the Dirac points cancel between the initial and final states, up to a reciprocal lattice vector. This holds if each electron stays in its valley, or if the two exchange valleys. Without it a fixed vector would be added to the first equation in \eqref{eq:both}, and the argument below would fail.

\section{The proof}

\textbf{Q.} Two equations for three product vectors still look weak. In a plane, $\mathbf p$ and $\mathbf q$ have four components, and energy conservation is one condition.

\textbf{A.} It is one condition, but it sits at the minimum of a function. Write $K=|\mathbf k_1|$, take $K>0$, and let $\mathbf n=\mathbf k_1/K$. Let $\mathbf p_i$ stand for $\mathbf p,\mathbf q,\mathbf r$ in turn, at angle $\theta_i$ to $\mathbf n$. Projecting the momentum equation on $\mathbf n$ gives
\begin{equation}
K=\sum_i\mathbf n\cdot\mathbf p_i=\sum_i|\mathbf p_i|\cos\theta_i .
\end{equation}
For any set that conserves momentum, whether or not it conserves energy, the final energy minus the initial energy is therefore
\begin{equation}
\Delta=\hbar v\Big(\sum_i|\mathbf p_i|-K\Big)
=\hbar v\sum_i|\mathbf p_i|(1-\cos\theta_i)\ge0 .
\label{eq:excess}
\end{equation}
Energy conservation demands $\Delta=0$. A sum of non-negative terms vanishes if and only if every term does, so each $\mathbf p_i$ is zero or has $\theta_i=0$. Hence $\mathbf p$, $\mathbf q$ and $\mathbf r$ point along $\mathbf k_1$, and the valence electron $\mathbf k_2=-\mathbf r$ points the opposite way. All four wavevectors lie on one line through the Dirac point, a zero vector being counted as collinear. If $K=0$, the energy equation makes all the vectors zero.

Conversely, any split of $K$ into three non-negative lengths along $\mathbf n$ satisfies both laws. Two lengths are free, where one condition on four components would normally leave three free parameters.

The angle identity was tested on 40000 random momentum-conserving processes in three dimensions, with energies found by diagonalising the Dirac Hamiltonian. The largest error was $5.6\times10^{-15}$ in units where $\hbar v=1$.

\textbf{Q.} That is one process. What about holes, and recombination?

\textbf{A.} Let a deep hole $\mathbf h$ start the process. Valence electrons $\mathbf a$ and $\mathbf b$ go to the valence state $\mathbf h$, which was empty, and a conduction state $\mathbf c$. Then
\begin{align}
\mathbf a+\mathbf b&=\mathbf h+\mathbf c, &
-|\mathbf a|-|\mathbf b|&=-|\mathbf h|+|\mathbf c| .
\end{align}
Solving both for $\mathbf h$ gives $\mathbf h=\mathbf a+\mathbf b+(-\mathbf c)$ and $|\mathbf h|=|\mathbf a|+|\mathbf b|+|\mathbf c|$. These are equations \eqref{eq:both} with new names, so the same proof applies: $\mathbf a$ and $\mathbf b$ are parallel to $\mathbf h$, and $\mathbf c$ is antiparallel. Auger recombination is the reverse of one of these two processes. Reversal exchanges the two sides of each conservation law and leaves the allowed vectors unchanged.

That covers every two-electron process in which the number of conduction electrons changes by one. A change by two would equate a sum of non-negative energies to a sum of non-positive ones, which requires all four to vanish.

\textbf{Q.} Are all collisions in a Dirac cone collinear, then?

\textbf{A.} No. Two conduction electrons with wavevectors $\mathbf k$ and $-\mathbf k$ can go to $\mathbf k'$ and $-\mathbf k'$ with $|\mathbf k'|=|\mathbf k|$ in any direction. Total momentum is zero before and after, and the energy is $2\hbar v|\mathbf k|$ both times. The restriction belongs to processes that change the number of conduction electrons.

\section{What linearity does}

\textbf{Q.} Is exact linearity needed, or would any cone-like band do?

\textbf{A.} Try $E_\pm\propto\pm|\mathbf k|^s$, with $f_i=|\mathbf p_i|/K$. For a collinear split into non-zero parts, $\sum_if_i=1$ and each $f_i<1$.

If $s<1$, then $f_i^s>f_i$, so $\sum_i f_i^s>1$: the products cost more than the initial electron can pay. Turning them apart does not help. At fixed lengths the resultant of three vectors is longest when they are parallel, so turning lowers the initial energy available. No split into non-zero parts is allowed. With parts $1/2$, $1/3$, $1/6$ and $s=0.9$, the collinear shortfall is 0.107 of the initial energy.

If $s>1$, then $f_i^s<f_i$, and the collinear products have energy to spare. Give $\mathbf p$ and $\mathbf q$ opposite transverse components $\pm y$. Their energies grow without limit as $y$ grows, while $\mathbf k_1$ stays fixed, so at some $y>0$ energy is conserved. For $s=1.1$ and longitudinal parts $1/2$, $1/3$, $1/6$, this happens with $\mathbf p$ at $21.9^\circ$ to $\mathbf k_1$. The linear band lies on the border between the two cases.

\textbf{Q.} And a small gap?

\textbf{A.} Take $E_\pm=\pm\sqrt{(\hbar v k)^2+m^2}$, with half-gap $m>0$. Each product energy is the length of a vector with components $(\hbar v\mathbf p_i,m)$. The triangle inequality gives
\begin{equation}
\sum_i\sqrt{(\hbar v|\mathbf p_i|)^2+m^2}\ \ge\ \sqrt{(\hbar vK)^2+9m^2}\ >\ \sqrt{(\hbar vK)^2+m^2},
\end{equation}
because the three vectors add up to $(\hbar v\mathbf k_1,3m)$. The process is forbidden at every $K$. For $m\ll\hbar vK$, expanding the square roots gives a smallest shortfall of $(9-1)m^2/(2\hbar vK)=4m^2/(\hbar vK)$, which falls as the energy of the initial electron grows.

\section{When energy is slightly uncertain}

\textbf{Q.} Real states have finite lifetimes. If energy conservation is blurred, does the restriction collapse?

\textbf{A.} It loosens by a definite amount. Admit momentum-conserving sets with $\Delta\le\hbar v d$, where $d$ is a small wavevector. At fixed $\mathbf p$, the other two vectors add up to $\mathbf k_1-\mathbf p$, so $|\mathbf q|+|\mathbf r|\ge|\mathbf k_1-\mathbf p|$, with equality when they are parallel. Hence
\begin{equation}
|\mathbf p|+|\mathbf k_1-\mathbf p|\le K+d .
\label{eq:ellipse}
\end{equation}
In a plane this is the inside of an ellipse with foci at $0$ and $\mathbf k_1$. Its half-width is $\tfrac12\sqrt{(K+d)^2-K^2}$, and as $d\to0$ it shrinks to the segment between the foci. The same bound holds for $\mathbf q$ and for $\mathbf r$.

For the largest angle at a given length $p=|\mathbf p|$, take equality in \eqref{eq:ellipse}, isolate $|\mathbf k_1-\mathbf p|$ and square:
\begin{align}
K^2+p^2-2Kp\cos\theta&=(K-p+d)^2\nonumber\\
&=K^2+p^2-2Kp+2d(K-p)+d^2 .
\end{align}
Cancelling $K^2+p^2$ and dividing by $2Kp$ gives
\begin{equation}
1-\cos\theta=\frac{d\,[\,2(K-p)+d\,]}{2Kp} .
\label{eq:angle}
\end{equation}
This holds for $d/2\le p\le K+d/2$; for shorter $\mathbf p$ every direction is allowed, and for longer $\mathbf p$ none. For $d\ll p$ and $d\ll K-p$ the angle grows as $\sqrt d$, so a small energy blur gives a noticeable spread.

\textbf{Q.} Put numbers in.

\textbf{A.} Take $v=10^6$ m/s, hence $\hbar v=0.6582$ eV\,nm, and a 0.60 eV electron. Its wavevector is $K=0.60/0.6582=0.912$ nm$^{-1}$. Let it give electrons of 0.30 and 0.20 eV and a hole of 0.10 eV. Their wavevectors are 0.456, 0.304 and 0.152 nm$^{-1}$, which add up to $K$. The valence electron started at $-0.152$ nm$^{-1}$ along $\mathbf k_1$.

For a lifetime $\tau=50$ fs, take $\hbar/\tau=0.0132$ eV as the scale of the blur. Then $d/K=0.0132/0.60\approx0.022$. For the 0.30 eV electron, $p/K=1/2$ and \eqref{eq:angle} gives
\begin{equation}
1-\cos\theta=0.0219\,(1+0.0219)=0.0224,\qquad \theta\approx12^\circ .
\end{equation}
The same formula gives $17^\circ$ for the 0.20 eV electron and $27^\circ$ for the hole. Each is the largest angle for that particle and is reached when the other two are parallel to each other, along $\mathbf k_1$ minus its wavevector, so the three are not reached together. The other two still tilt against $\mathbf n$: for the 0.30 eV electron they lie at about $12^\circ$ on the other side and carry about half of the excess. The ellipse has a half-width of 0.096 nm$^{-1}$. ``Collinear'' here means a narrow cigar of states. A lifetime line shape may also have tails beyond $\hbar/\tau$, so these angles are a scale, not a sharp cut-off.

\section{Does the rate vanish?}

\textbf{Q.} Collinear states are a vanishing part of the plane. Surely the rate is zero.

\textbf{A.} That does not follow. A rate needs the number of final states per unit energy, so let us count. Let $V(d)$ be the volume of pairs $(\mathbf p,\mathbf q)$ in the plane with $\Delta\le\hbar v d$; momentum then fixes $\mathbf r$. Split each vector into a part $x_i$ along $\mathbf n$ and a part $y_i$ across it, with $x_1+x_2+x_3=K$ and $y_3=-(y_1+y_2)$. For $|y_i|\ll x_i$ we have $|\mathbf p_i|\approx x_i+y_i^2/(2x_i)$, so
\begin{equation}
\frac{\Delta}{\hbar v}\approx\frac{y_1^2}{2x_1}+\frac{y_2^2}{2x_2}+\frac{(y_1+y_2)^2}{2x_3}
=\tfrac12\,\mathbf y^{T}M\mathbf y ,
\end{equation}
where $M_{11}=1/x_1+1/x_3$, $M_{22}=1/x_2+1/x_3$ and $M_{12}=M_{21}=1/x_3$. Its determinant is
\begin{equation}
\det M=\frac1{x_1x_2}+\frac1{x_1x_3}+\frac1{x_2x_3}=\frac{K}{x_1x_2x_3} .
\end{equation}
The region $\tfrac12\mathbf y^TM\mathbf y\le d$ is an ellipse of area $2\pi d/\sqrt{\det M}$. Therefore
\begin{equation}
V(d)\approx\frac{2\pi d}{\sqrt K}\int dx_1dx_2\,\sqrt{x_1x_2x_3}
=2\pi dK^3J,
\end{equation}
where $J$ is the integral of $\sqrt{x_1x_2x_3}$ over positive $x_i$ with sum 1. The power of $K$ is $-\tfrac12$ from the prefactor, $\tfrac32$ from the root and 2 from the area element. The expansion fails near the ends, where some $x_i$ is of order $d$, but the share of that region vanishes as $d\to0$.

To find $J$, multiply three integrals $\int_0^\infty x^{1/2}e^{-x}dx=\Gamma(3/2)$ and sort the product by the sum $u$ of the variables. At given $u$ the inner integral is $Ju^{7/2}$, so
\begin{equation}
\Gamma(\tfrac32)^3=J\int_0^\infty u^{7/2}e^{-u}du=J\,\Gamma(\tfrac92) .
\end{equation}
With $\Gamma(3/2)=\sqrt\pi/2$ and $\Gamma(9/2)=105\sqrt\pi/16$, this gives $J=2\pi/105$ and
\begin{equation}
V(d)\approx\frac{4\pi^2}{105}K^3d\approx0.376\,K^3d .
\end{equation}
Random sampling of two million pairs at $d/K=10^{-3}$ gave the coefficient 0.377.

The density of final states per unit energy is proportional to $V'(d)/\hbar v$. This quantity is zero for negative excess and jumps to $4\pi^2K^3/(105\hbar v)$ at zero excess. Energy conservation asks for its value at the jump, and a delta function does not define that. A symmetric line with a smooth matrix element would pick up half the step in the limit of zero width. At a finite width it picks up more, because $V'$ grows with $d$: for a width of $0.022K$, about 0.55 of the step for a Gaussian (standard deviation) and about 0.7 for a Lorentzian (half-width) cut off at $d=K$. In the limit of zero width, a small shift of the bands would pick up all of it or none. At the width $0.022K$ the line shape decides: raising the excess by three widths leaves about 0.001 of the step for the Gaussian but about 0.2 for the Lorentzian, and lowering it by three widths gives about 1.4 steps for both. Kinematics fixes which states take part; it does not fix the rate.

\textbf{Q.} Perhaps the Dirac spinors remove the process instead.

\textbf{A.} They do not. Write $H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k$. A valence spinor $u$ at direction $-\mathbf n$ obeys $\boldsymbol\sigma\cdot(-\mathbf n)u=-u$, so $\boldsymbol\sigma\cdot\mathbf n\,u=u$. That is the equation of the conduction spinor at $\mathbf n$. The valence electron moves from $-\mathbf n$ to $+\mathbf n$ with squared overlap 1. The electron that started the process keeps its direction, so its squared overlap is 1 as well. If both electrons have the same spin and valley, the exchanged amplitude must be subtracted, and the Pauli principle removes the case $\mathbf p=\mathbf q$. The cancellation is strong at other splits too: with a bare $1/Q$ interaction the two amplitudes for the split above stand as 2 to 1.5, and their squared difference is 0.04 of the sum of their squares. Screening of the interaction also enters the rate. A collinear process transfers a wavevector $Q$ and a frequency $\omega=vQ$, and there the random-phase dielectric function of the undoped sheet diverges: for $Q=K/2$ and $\alpha=0.547$, its squared modulus is about 14 when $\omega$ is given an imaginary part $0.022vK$, against 3.5 at $\omega=0$, and it grows as that part shrinks. With such screening the matrix element is not smooth at zero excess, so the half-step count above does not carry over. I have not evaluated the rate.

\section{How good is the ideal cone?}

\textbf{Q.} You have shown that the outcome hangs on tiny departures from linearity. How large are they in a real sheet?

\textbf{A.} The speed and lifetime above are rough values in the regime of graphene. A honeycomb lattice with bond length $a$ and nearest-neighbour hopping $t$ has $E_\pm=\pm t|g|$, where $g=\sum_j e^{i(\mathbf D+\mathbf k)\cdot\boldsymbol\delta_j}$, $\boldsymbol\delta_j$ are the three bond vectors and $\mathbf D$ is the Dirac point. The phases $\mathbf D\cdot\boldsymbol\delta_j$ are $0$ and $\pm2\pi/3$. With one bond along $y$ and $\mathbf k$ at angle $\varphi$ to $x$, the terms of first and second order in $k$ add up to
\begin{equation}
g\approx-\tfrac32ka\,e^{-i\varphi}+\tfrac38k^2a^2e^{2i\varphi}
=-\tfrac32ka\,e^{-i\varphi}\Big(1-\tfrac{ka}4e^{3i\varphi}\Big).
\end{equation}
Hence $t|g|\approx\hbar vk\,[1-\tfrac{ka}{4}\cos3\varphi]$ with $\hbar v=\tfrac32ta$. Keep both electrons in one valley. The valence electron sits at $\varphi+\pi$, where the cosine changes sign, so a collinear split has the excess
\begin{equation}
\Delta_{\rm w}\approx\hbar vK\,\frac{Ka}{4}\cos3\varphi\,\big(1-f_1^2-f_2^2+f_3^2\big),
\end{equation}
where $f_3$ belongs to the hole. For the split used above the bracket is $2/3$, and with $a=0.142$ nm the amplitude is about 0.013 eV. The full lattice expression gives a range from $-0.012$ to $+0.014$ eV as the direction turns. In this nearest-neighbour model warping therefore opens the channel in some directions and closes it in others, for this split in one valley by about as much as the lifetime blurs it. If the valence electron belongs to the other valley, where the cosine has the opposite sign, the range is wider: $-0.015$ to $+0.017$ eV when the 0.20 eV electron ends in that valley, and $-0.021$ to $+0.023$ eV when the 0.30 eV electron does. The ranges below are again for one valley. Electron--hole asymmetry enters at the same order in $ka$. A next-neighbour hopping $t'$ adds $-t'|g|^2$ to both bands, up to a constant; for $t'=-0.3$ eV the range becomes $-0.020$ to $+0.007$ eV, and for $t'=+0.3$ eV it becomes $-0.004$ to $+0.021$ eV.

\textbf{Q.} Is that the largest correction?

\textbf{A.} Not in the cold, undoped sheet. The electrons also interact with the filled valence band. To first order, exchange shifts a state by $-\int\frac{d^2q}{(2\pi)^2}V(|\mathbf k-\mathbf q|)$ times its squared overlap with the valence state at $\mathbf q$. That overlap is $(1-\cos\theta)/2$ for a conduction state and $(1+\cos\theta)/2$ for a valence state, with $\theta$ the angle between $\mathbf k$ and $\mathbf q$. The part without the cosine is the same constant for all states, once the integral covers the whole periodic zone, and it cancels between two electrons before and two after. The rest raises the conduction band and lowers the valence band by
\begin{equation}
\delta(k)=\frac12\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi\alpha\hbar v}{|\mathbf k-\mathbf q|}\cos\theta,\qquad
\alpha=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r\hbar v} .
\end{equation}
For $q\gg k$, $1/|\mathbf k-\mathbf q|\approx1/q+k\cos\theta/q^2$. The first term averages to zero over angle and the second gives $\pi k/q^2$. With a cut-off $\Lambda\gg k$ the radial integral is then logarithmic, and scaling $q$ by $k$ shows that the remainder is a pure number $C$ times $k$:
\begin{equation}
\delta(k)\approx\frac{\alpha}{4}\hbar vk\Big[\ln\frac{\Lambda}{k}+C\Big].
\end{equation}
In $\sum_i\delta(f_iK)-\delta(K)$ the terms with $\ln(\Lambda/K)$ and $C$ cancel because $\sum_if_i=1$. What is left is
\begin{equation}
\Delta_{\rm x}=\frac{\alpha}{4}\,\hbar vK\sum_if_i\ln\frac1{f_i}>0 .
\end{equation}
For $\varepsilon_r=4$, $\alpha=0.547$ and the sum is 1.011, so $\Delta_{\rm x}=0.547\times0.60\times1.011/4=0.083$ eV. Direct integration over the cone gives the same value to the digits shown. On the honeycomb lattice, where no cut-off is needed, the exchange part varies with direction between about 0.080 and 0.086 eV. This is 6.3 times $\hbar/\tau$, and its sign works against the process. How far it closes the channel depends on the line shape: summed over all splits and angles, with $E/\hbar K$ of the initial electron held at $v$, the count of final states falls to about 0.001 of its straight-cone value for the Gaussian used above and to about 0.2 for the Lorentzian.

\textbf{Q.} Then impact ionisation is dead in such a sheet?

\textbf{A.} The estimate is too crude for that verdict. Since $\alpha\hbar v=e^2/(4\pi\varepsilon_0\varepsilon_r)$, the shift $\Delta_{\rm x}$ depends on $K$ and not on $v$. The value 0.083 eV belongs to $K=0.912$ nm$^{-1}$, which is a 0.60 eV electron only if $10^6$ m/s is the ratio $E/\hbar K$ with exchange included. If it is the speed of the uncorrected cone, that state lies at 0.84 to 0.88 eV for $\Lambda$ between 7 and 11 nm$^{-1}$, and the 0.60 eV electron has $K\approx0.6$ nm$^{-1}$ and $\Delta_{\rm x}\approx0.056$ eV. The estimate also leaves out screening by the sheet's own electrons. At fixed $v$ the shift is proportional to $\alpha$, so the coupling would have to fall by a factor of 6.3 to bring it down to the lifetime blur. Static random-phase screening by the undoped sheet divides it by $1+\pi\alpha/2=1.86$, which leaves 0.045 eV at zero temperature; keeping the frequency dependence of that screening in the coefficient of the logarithm gives 0.048 eV. Even at full strength, very unequal splits survive. The condition $\Delta_{\rm x}\le\hbar/\tau$ reads $\sum_if_i\ln(1/f_i)\le4\times0.0132/(0.547\times0.60)\approx0.16$, which requires one product to carry about 96\% of the energy or more. The other two then have at most 0.023 eV, less than $k_BT$ at 300 K, and in the undoped sheet the probability that the states needed are available is at most about 0.35.

\textbf{Q.} What should someone designing a photodetector take from this?

\textbf{A.} In a symmetric cone, a 1.2 eV photon creates an electron at 0.6 eV, the energy used here. The collinear rule tells which final states matter if the bands are straight on the scale of the blur. For these numbers exchange bending is the assumption most in doubt, and for the split used here it moves the energy balance by about 0.08 eV at $K=0.912$ nm$^{-1}$ in this unscreened, undoped estimate. Carrier multiplication should therefore not be inferred from the straight cone alone. Disorder relaxes momentum conservation too: a free path of $v\tau=50$ nm blurs the wavevector by about 0.02 nm$^{-1}$, which times $\hbar v$ is again 0.013 eV.

For the occupation of these states temperature matters little while the carriers stay near 300 K; at a carrier temperature of 1500 K the probability quoted next falls to 0.51. Thermal carriers also change the exchange bending: in the undoped sheet $\Delta_{\rm x}$ is about 0.082 eV unscreened and 0.032 eV with static random-phase screening at 300 K, and about 0.048 and 0.009 eV at 1500 K. In an undoped sheet at 300 K, the probability that both final conduction states are empty and the valence state is full is 0.98 for the split used here, but not for the very unequal splits. Doping can matter more: with the chemical potential at 0.20 eV, the 0.20 eV final state is already half occupied. In a fixed straight cone neither changes the allowed directions, only how often they can be used. But occupation and screening also change the exchange bending. With the chemical potential at 0.20 eV, $\Delta_{\rm x}$ for this split at 300 K falls to about 0.047 eV unscreened, and to about 0.007 eV, below $\hbar/\tau$, with static random-phase screening by the doped sheet. That value, and the screened 0.009 eV at 1500 K, are smaller than the warping amplitude, so in those cases exchange is no longer the largest correction. The numerical output below lists the values for the undoped, unscreened, nearest-neighbour example; there the exchange values are for zero temperature and only the occupation factor is for 300 K.

\section*{Computed results}
\begin{verbatim}
speed v = 1.0e+06 m/s
hbar v = 0.6582 eV nm
initial electron energy = 0.60 eV
initial wavevector k1 = 0.9116 1/nm
electron p: energy = 0.30 eV, wavevector = 0.4558 1/nm
electron p: largest angle at excess hbar/tau = 12.2 deg
electron q: energy = 0.20 eV, wavevector = 0.3039 1/nm
electron q: largest angle at excess hbar/tau = 17.2 deg
hole r: energy = 0.10 eV, wavevector = 0.1519 1/nm
hole r: largest angle at excess hbar/tau = 27.3 deg
valence electron k2 along k1 = -0.1519 1/nm
random processes tested = 40000
largest error of angle identity (hbar v = 1) = 5.6e-15
lifetime tau = 50 fs
path v tau = 50 nm
broadening hbar/tau = 0.0132 eV
relative excess d/|k1| = 0.0219
ellipse half-width = 0.0960 1/nm
angle of p allowed for energy ~ k^1.1 = 21.9 deg
collinear excess for energy ~ k^0.9 (k1 = 1) = 0.1073
state volume/(|k1|^3 d), sampled = 0.3774
state volume/(|k1|^3 d), formula = 0.3760
sampling limit d/|k1| = 1e-03; samples = 2000000
valence(-n)-conduction(n) squared overlap = 1.0000
bond length = 0.142 nm; hopping = 3.090 eV
warping excess, lowest direction = -0.0119 eV
warping excess, highest direction = 0.0140 eV
background permittivity = 4.0
coupling alpha = 0.5469
sum f ln(1/f) = 1.0114
exchange excess, quadrature = 0.0830 eV
exchange excess, formula = 0.0830 eV
exchange excess / broadening = 6.30
temperature = 300 K; kT = 0.02585 eV
thermal statistical factor = 0.9791
\end{verbatim}
